Retardance of a Stressed Fused-Silica Plate, with First Corrections

**1. Definitions and conventions**

A flat plate of thickness t lies in the xy plane. It carries a uniform uniaxial stress σ along x, positive for tension. Light of vacuum wavelength λ travels along z, normal to the faces. Fields vary as exp[i(kz − ωt')], where t' is time, so a larger refractive index gives a larger phase at the exit face.

The unstressed glass is isotropic, with index n. Under stress, light polarized along x has index n_par and light polarized along y has index n_perp. The stress-optic coefficient C and the single-pass retardance δ are defined by

n_par − n_perp = Cσ

δ = φ_par − φ_perp, with φ = 2πn't/λ,

where n' is the index for the polarization concerned. "Single pass" means that light reflected back and forth between the faces is left out. Positive δ means that the stress axis is slow. The glass is taken as elastic, lossless and free of residual stress until Section 6.

Two small quantities organize the estimate: the stress-induced index change, and the reflectance R of one face. The leading term is linear in the first and of zeroth order in the second.

**2. The leading term**

Subtracting the two phases gives

δ = (2πt/λ)(n_par − n_perp) = 2πCσt/λ in radians,

or

δ = 360° · Cσt/λ.

For C = 3.5×10⁻¹² Pa⁻¹, σ = 10 MPa, t = 1 mm and λ = 633 nm:

Cσ = 3.5×10⁻¹² × 10⁷ = 3.5×10⁻⁵

Cσt = 3.5×10⁻⁵ × 10⁶ nm = 35 nm

δ = 360° × 35/633 = 19.9° (0.347 rad).

The index difference is tiny, but the plate is more than a thousand wavelengths thick, so the accumulated delay is an easily measured 0.055 of a wave.

**3. Why the coefficient has this size and sign**

Let E be Young's modulus and ν Poisson's ratio. Hooke's law for stress along x gives the strains

ε_x = σ/E, ε_y = ε_z = −νσ/E,

with no shear. Stress changes the inverse permittivity B = 1/n². For an isotropic solid, the linear photoelastic law with constants p11 and p12 is

ΔB_x = p11 ε_x + p12(ε_y + ε_z) = (σ/E)(p11 − 2νp12)

ΔB_y = p11 ε_y + p12(ε_x + ε_z) = (σ/E)[p12 − ν(p11 + p12)].

Subtracting, and collecting the terms in p11 and p12,

ΔB_x − ΔB_y = (σ/E)[p11(1 + ν) − p12(1 + ν)] = (p11 − p12)(1 + ν)σ/E.

Since n = B^(−1/2), a small change obeys Δn = −½B^(−3/2)ΔB = −(n³/2)ΔB. Hence

C = (n³/2)(p12 − p11)(1 + ν)/E.

Rough typical values for silica are n = 1.457, E = 73 GPa, ν = 0.17, p11 = 0.12 and p12 = 0.27. They give

C = ½ × 1.457³ × 0.15 × 1.17/(73×10⁹) = 3.72×10⁻¹² Pa⁻¹.

This is about 6% above the stated coefficient and would give δ = 21.1°. Because it rests on the difference of two rounded constants, it supports the size of C but does not improve on it.

Tension lowers both indices in this model: by 0.60×10⁻⁵ along the stress and by 4.32×10⁻⁵ across it. The stress axis is slow because its index falls less. Compression reverses the sign of σ and makes that axis fast.

**4. First correction in the stress**

The next term in the expansion of B^(−1/2) is (3/8)n⁵(ΔB)². Therefore

n_par − n_perp = −(n³/2)(ΔB_x − ΔB_y) + (3/8)n⁵(ΔB_x² − ΔB_y²).

Factoring the difference of squares,

n_par − n_perp = −(n³/2)(ΔB_x − ΔB_y)[1 − (3/4)n²(ΔB_x + ΔB_y)].

The sum in the bracket is

ΔB_x + ΔB_y = (σ/E)[p11(1 − ν) + p12(1 − 3ν)] = 1.37×10⁻⁴ × 0.232 = 3.2×10⁻⁵.

The relative correction is −(3/4) × 1.457² × 3.2×10⁻⁵ ≈ −5×10⁻⁵, or about −0.001° in 21.1°. It changes sign with σ, so compression gives a slightly larger magnitude than tension. A numerical solution of Maxwell's equations, with the stress at 30° to the coordinate axes and averaged over face-reflection fringes, gives +21.14° and −21.15°. The difference in the last digit is this small asymmetry made visible by rounding.

Thinning of the plate enters at the same order. The thickness becomes t(1 − νσ/E), a relative change of −2.3×10⁻⁵. Nonlinear elastic and photoelastic terms, which also enter at this order, are not included and can be larger. These numbers therefore describe only the linear laws used here and do not settle the size or sign of the full correction.

**5. First correction in the face reflectance**

At normal incidence a bare face has reflectance

R = [(n − 1)/(n + 1)]² = (0.457/2.457)² = 0.0346.

Each round trip inside the plate multiplies the amplitude by R exp(2iφ). With transmission through both faces contributing a factor 1 − R, the sum over round trips is

τ = (1 − R)e^(iφ)[1 + Re^(2iφ) + R²e^(4iφ) + …] = (1 − R)e^(iφ)/(1 − Re^(2iφ)).

The slight difference in R between the two polarizations is dropped. The phase of τ exceeds φ by ψ(2φ), where

ψ(x) = −arg(1 − Re^(ix)) = arctan[R sin x/(1 − R cos x)].

Expanding −ln(1 − Re^(ix)) and taking its imaginary part gives

ψ(x) = R sin x + (R²/2) sin 2x + ….

Let Φ = φ_par + φ_perp. Then 2φ_par = Φ + δ and 2φ_perp = Φ − δ, and the apparent retardance is

δ_app = δ + ψ(Φ + δ) − ψ(Φ − δ).

Using sin(a + b) − sin(a − b) = 2 cos a sin b in each term,

δ_app = δ + 2R sin δ cos Φ + R² sin 2δ cos 2Φ + ….

The second term is the first correction. Its amplitude here is

2 × 0.0346 × sin 19.9° = 0.0236 rad = 1.35°.

It is far larger than the stress correction, because R is a few percent while the index change is a few parts in 10⁵.

The extremes follow without truncating the series. Differentiation gives

ψ'(x) = (R cos x − R²)/(1 − 2R cos x + R²).

Its derivative with respect to cos x has the sign of R(1 − R²), which is positive, so ψ' takes equal values only where cos x does. An extremum over Φ at fixed δ therefore needs cos(Φ + δ) = cos(Φ − δ), that is, sin Φ sin δ = 0. For sin δ ≠ 0 this means Φ = 0 or π, up to multiples of 2π:

Φ = 0: δ_app − δ = +2 arctan[R sin δ/(1 − R cos δ)] = +1.40°

Φ = π: δ_app − δ = −2 arctan[R sin δ/(1 + R cos δ)] = −1.31°.

The second-order term, R² sin 2δ ≈ 0.04°, is positive at both points and accounts for most of the asymmetry. The Maxwell solution with the stated C, scanned through one fringe of thickness, runs from 18.60° to 21.30°, in agreement with these shifts to within 0.01°.

A fringe corresponds to a thickness change of λ/(2n) ≈ 217 nm. Every correction term contains cos mΦ with m ≥ 1, so the phase average over Φ at fixed δ is the single-pass value. The numerical average is 19.91°.

A detector that collects light from many values of Φ averages intensities, not phases. The relevant quantity is then the mean of τ_par τ_perp*. Multiplying the two geometric series, only terms with equal numbers of round trips survive the average:

⟨τ_par τ_perp*⟩ = (1 − R)²e^(iδ)[1 + R²e^(2iδ) + …].

Its phase is δ + R² sin 2δ to second order in R, so the remaining shift is only about 0.04°. This needs Φ spread evenly over a whole number of fringes, or over very many. An even spread over half a fringe can still leave about 0.9°, and one over 1.5 fringes about 0.3°.

In the limit of small δ, the extremes become

δ_app = δ(1 + R)/(1 − R) and δ_app = δ(1 − R)/(1 + R).

For this R they are 1.07δ and 0.93δ. Reducing the stress therefore does not reduce the relative error from reflections. Near δ = 180°, by contrast, sin δ vanishes and so does the first correction; for this 1 mm plate that would need about 90 MPa, above the rough strength quoted in Section 7, so it applies only to thicker plates. Stopping at the first correction needs R ≪ 1 and would be unsuitable for strongly reflecting faces.

**6. Reading the angle, and other disturbances**

Place the polarizer at 45° to the stress. Let p = (1, 1)/√2 be its direction and m = (1, −1)/√2 the perpendicular one. Apart from a common phase, the single-pass output is

(e^(iδ/2), e^(−iδ/2))/√2 = cos(δ/2) p + i sin(δ/2) m.

In this single-pass picture, an analyser along m transmits sin²(δ/2) = 2.99% of the light; with bare faces in coherent light the figure lies between about 2.3% and 3.4% of the incident light, depending on Φ. This reading does not reveal the sign of δ.

A quarter-wave plate with its slow axis along p multiplies the m component by −i relative to p. The output becomes cos(δ/2) p + sin(δ/2) m, which is linear light turned by δ/2 = 9.95° from p towards m. Since m lies at −45°, the turn is towards the stress axis for tension and away from it for compression. Extinction moves from 135° to 125.05°. This is the Sénarmont method.

Residual birefringence can be modelled as a second retarder, of retardance r and with its slow axis at angle α to the stress. Each retarder has the matrix cos(δ/2) I + i sin(δ/2) S(α), where S(α) has rows (cos 2α, sin 2α) and (sin 2α, −cos 2α). Half the trace of the product gives the total retardance D:

cos(D/2) = cos(δ/2)cos(r/2) − cos 2α sin(δ/2)sin(r/2).

As cos 2α runs from 1 to −1, D runs from δ + r to δ − r for r < δ. A rough residual value of 5 nm/cm gives 0.5 nm over this plate, so r = 0.28°.

Tilt by an external angle θ preserves the wave-vector component along the face, (2π/λ) sin θ. Let sin θ' = sin θ/n. By symmetry the index along z equals n_perp.

For rotation about the stress axis, the normal components of the wave vector are (2π/λ)√(n'² − sin²θ), with n' = n_par or n_perp. The derivative of the root with respect to n' is 1/cos θ', so δ becomes δ/cos θ'.

For rotation about y, the wave polarized in the plane of incidence obeys k_z²/n_par² + k_x²/n_perp² = (2π/λ)². The wave polarized along y obeys k_z² + k_x² = (2π/λ)²n_perp². With k_x = (2π/λ) sin θ, the normal components are (2π/λ)n_par c and (2π/λ)n_perp c, where c = √(1 − sin²θ/n_perp²). Their difference is (2π/λ)Cσc. Since c differs from cos θ' only by a term proportional to the stress, δ becomes δ cos θ' to leading order in the stress. At θ = 5° the single-pass changes are +0.036° and −0.036°. On a bare plate in coherent light tilt matters more, because it also moves Φ: 5° sweeps about 8 fringes, and a tilt of under 2° already carries the apparent retardance through the whole range of Section 5. The unequal reflectances of the two polarizations add up to about 0.04° at 5°, even without stress.

**7. The estimate beside a real plate**

The wavelength is that of a common red laser, and the load is moderate beside a rough tensile strength of 50 MPa for silica; real strength depends strongly on surface flaws. One full wave would need 181 MPa. If the stress is known to be below half of that in magnitude, the Sénarmont angle leaves no ambiguity of order.

The single-pass sensitivity is 1.99° per MPa. With bare faces in coherent light the apparent slope near 10 MPa lies between about 1.8° and 2.2° per MPa, because the reflection term varies with δ and because thinning and the mean index change move Φ by about 0.2 fringe over 10 MPa. Real grips may not produce uniform stress: a local stress 10% from nominal moves δ by 2.0°. Uncoated parallel faces in coherent light can move it by up to 1.4°, equivalent to 0.7 MPa, and the two values of C used here differ by 1.2° in their result. With these limits, "about 20 degrees" is the appropriate statement; the further digits describe the chosen inputs. The numerical output below lists the main values.

Numbers as computed

```
Stress-optic coefficient, stated: 3.50 1e-12/Pa
Stress: 10.0 MPa
Thickness: 1.0 mm
Wavelength: 633 nm
Index difference n_par - n_perp: 3.50e-05
Optical path difference: 35.0 nm
Fraction of a wave: 0.05529
Retardance: 19.91 deg
Retardance: 0.3474 rad
Retardance per stress: 1.991 deg/MPa
Stress for one full wave: 181 MPa
Rough tensile strength: 50 MPa
-- coefficient from rough silica constants --
Refractive index: 1.457
Young modulus: 73 GPa
Poisson ratio: 0.17
Photoelastic constants p11, p12: 0.12, 0.27
Index change along stress: -5.97e-06
Index change across stress: -4.32e-05
Stress-optic coefficient, model: 3.72 1e-12/Pa
Retardance with model coefficient: 21.14 deg
Same from Maxwell, tension: 21.14 deg
Same from Maxwell, compression: -21.15 deg
-- polarimeter readings, stated coefficient --
Crossed-polarizer transmission: 2.99 %
Senarmont rotation: 9.95 deg
Analyser azimuth at extinction: 125.05 deg
-- neglected effects --
Change from model coefficient: +1.24 deg
Reflectance of one face: 3.46 %
Reflections, largest increase: 1.40 deg
Reflections, largest decrease: 1.31 deg
Maxwell scan, lowest retardance: 18.60 deg
Maxwell scan, highest retardance: 21.30 deg
Maxwell scan, fringe average: 19.91 deg
Residual birefringence: 5.0 nm/cm
Residual path difference: 0.50 nm
Residual retardance, largest change: 0.28 deg
Tilt of plate: 5.0 deg
Tilt about stress axis, change: +0.036 deg
Tilt about perpendicular, change: -0.036 deg
Relative thinning of plate: 2.3e-05
Thinning, change of retardance: -0.00046 deg
```
